Spin projection of charge transition levels for a two-electron defect

**Problem**

A defect in charge state q holds two electrons in two weakly coupled orbitals. Its true ground state is an open-shell singlet. A spin-polarised calculation with one determinant describes it instead by placing a spin-up electron in orbital a and a spin-down electron in orbital b. This mixed determinant has the energy E_mix and is not a pure spin state.

(a) The energy E_mix is replaced by the energy E_S of the singlet contained in the determinant. By how much do the levels ε(q+1/q) and ε(q/q−1) move, and in which directions?

(b) Under what condition is the shift half the singlet-triplet splitting?

(c) Evaluate the shift for two neighbouring dangling bonds on hydrogen-terminated silicon, modelled as two equal sites. The site level is e₀ = 0.25 eV above the valence-band edge, the hopping energy is t = 0.06 eV, the repulsion of two electrons on one site is U = 0.70 eV, and the interaction between net charges on the two sites is V = 0.30 eV. These are rough illustrative values. With the screening at a silicon surface, V = 0.30 eV corresponds to a separation of about 0.8 nm, so the two bonds are close but not on adjacent atoms.

The geometry is held fixed when E_mix and E_S are compared. The orbitals are real and normalised, and the Hamiltonian contains no spin operators, so spin-orbit coupling and magnetic fields are left out.

A transition level is the Fermi level μ at which two charge states have equal formation energies. The part of the formation energy that depends on charge is E(q) + qμ, with μ measured from the valence-band edge. Setting E(q) + qμ = E(q+1) + (q+1)μ gives the first line below, and the same step for q and q−1 gives the second:

ε(q+1/q) = E(q) − E(q+1)

ε(q/q−1) = E(q−1) − E(q).

The energy of the two-electron state enters the two levels with opposite signs.

**First estimate by scaling**

Put one electron on each site. Moving an electron to the other site creates one doubly occupied and one empty site. This costs U, but the two opposite net charges attract and return V. The cost is therefore

W = U − V = 0.70 − 0.30 = 0.40 eV.

If the spins are antiparallel, either electron can make a virtual hop to the other site and back. Second-order perturbation theory gives each process an energy of about −t²/W, so the arrangement "up on the left, down on the right" gains 2t²/W. If the spins are parallel, the Pauli principle forbids both hops and nothing is gained.

The up-down arrangement is an equal mixture of singlet and triplet. Its gain is then the mean of the singlet's gain and the triplet's gain of zero, so the singlet gains twice as much, 4t²/W. Passing from the mixed state to the singlet lowers the energy by the difference:

|shift| ≈ 2t²/W = 2 × 0.06² / 0.40 = 0.018 eV = 18 meV.

At this level the shift is half the splitting. The estimate treats the two magnetic orbitals as if they did not overlap, although the hopping that produces the splitting also makes them spread into each other.

**Exact spin content of the determinant**

Let α and β be the up and down spin functions. In every product the first factor belongs to electron 1 and the second to electron 2. The mixed determinant is

Φ = [ab αβ − ba βα]/√2.

Define the singlet and triplet spin functions

σ = (αβ − βα)/√2, τ = (αβ + βα)/√2,

so that αβ = (τ + σ)/√2 and βα = (τ − σ)/√2. Substitution gives

Φ = ½[ab(τ + σ) − ba(τ − σ)]
 = ½(ab + ba)σ + ½(ab − ba)τ.

The first term is a singlet and the second is the triplet with zero spin projection. With the overlap s = ⟨a|b⟩, the product functions satisfy ⟨ab|ba⟩ = ⟨a|b⟩⟨b|a⟩ = s². Hence

‖ab ± ba‖² = 1 + 1 ± 2s² = 2(1 ± s²).

The factor ½ in Φ contributes ¼ to each weight. The triplet weight w and the singlet weight are

w = (1 − s²)/2, 1 − w = (1 + s²)/2.

Since S² has the eigenvalue 2ħ² in a triplet and 0 in a singlet, ⟨S²⟩ = 2wħ². The spin expectation value printed by an electronic-structure code, in units of ħ², therefore gives w directly for a two-electron system.

**Energy of the singlet part**

The Hamiltonian does not act on spin, and σ and τ are orthogonal. The cross terms in ⟨Φ|H|Φ⟩ therefore vanish, which leaves the weighted mean

E_mix = (1 − w)E_S + wE_T.

Here E_S and E_T are the energies of the normalised functions ab + ba and ab − ba. With Δ = E_T − E_S this reads E_mix = E_S + wΔ, or

E_S − E_mix = −wΔ.

To use this result one needs E_T. If both electrons have spin up, the determinant is (ab − ba)αα/√2. Its spatial part is the same ab − ba, so after normalisation its energy is E_T. Solving the weighted mean for E_S gives

E_S = (E_mix − wE_T)/(1 − w).

Subtracting E_mix, and using E_mix − (1 − w)E_mix = wE_mix, gives

E_S − E_mix = −[w/(1 − w)](E_T − E_mix).

The right-hand side contains only quantities from single-determinant calculations. For w = ½ it reduces to E_S = 2E_mix − E_T.

The relation was tested on a random spin-free Hamiltonian with three orbitals and overlapping a and b. The singlet part was obtained there from the eigenvectors of S². The largest deviation was 4 × 10⁻¹⁵ in the energy unit of that model, which is rounding error.

**Answer to (a)**

The charge states q+1 and q−1 hold one and three electrons. They are doublets, and their energies are left as they are. The change −wΔ in E(q) then gives

δε(q+1/q) = −wΔ

δε(q/q−1) = +wΔ.

Δ is positive when the singlet part of the determinant lies below its triplet part, as is assumed here. The two-electron state becomes more stable, so the range of Fermi levels in which it is the lowest charge state grows at both ends, by 2wΔ in total. The direct level between q+1 and q−1 is [E(q−1) − E(q+1)]/2. It does not contain E(q) and does not move.

In a supercell calculation, the alignment of the band edge enters the level before and after projection in the same way and cancels in the shift. Corrections for periodic images of the charge cancel as far as the mixed state and the singlet have the same charge density.

**Answer to (b), and a limit on it**

The shift is half the splitting when w = ½, which requires s = 0. For any overlap,

wΔ = (Δ/2)(1 − s²),

so the rule of one half overestimates the shift, by the fraction s² of Δ/2.

Strictly orthogonal orbitals do not, however, give the singlet ground state that the problem assumes. For s = 0, expanding the two energies gives

E_S = ⟨ab|H|ab⟩ + ⟨ab|H|ba⟩

E_T = ⟨ab|H|ab⟩ − ⟨ab|H|ba⟩.

In the last matrix element each one-electron term contains a factor ⟨a|b⟩ and vanishes. What remains is the exchange integral of the Coulomb repulsion,

K = ∫∫ a(r)b(r) [e²/(4πε₀|r − r′|)] a(r′)b(r′) d³r d³r′.

This is twice the electrostatic self-energy of a charge distribution proportional to a(r)b(r), and it is positive. Therefore E_S − E_T = 2K, and the triplet is lower. The energy of the singlet part then lies above E_mix by K, and both shifts change sign. If only these two states are compared, the singlet is the excited one, and the thermodynamic level would use the triplet.

As long as the singlet is described by ab + ba alone, without added doubly occupied configurations such as aa and bb, a singlet below the triplet thus needs overlap. The rule of one half is a leading-order statement for small but non-zero s, in the regime where the energy gained through overlap exceeds the direct exchange.

**The two-site model**

Let L and R be orthonormal site orbitals and n_L and n_R the numbers of electrons on the sites. The energy consists of e₀ for each electron, U for each doubly occupied site, V(n_L − 1)(n_R − 1), and hopping with amplitude −t. A neutral site holds one electron, so V acts between net charges. Direct exchange is left out for now.

Take the symmetric orbitals

a = cosθ L + sinθ R, b = sinθ L + cosθ R.

Their overlap is s = 2 sinθ cosθ. Each electron has the hopping energy −2t sinθ cosθ = −ts. The probability that both electrons are on the left is cos²θ sin²θ = s²/4, and the same holds for the right, so the ionic probability is s²/2. Adding the contributions,

E_mix − 2e₀ = −2ts + Ws²/2.

The derivative −2t + Ws vanishes at

s = 2t/W,

which is an allowed overlap as long as 2t < W. The minimum is

E_mix − 2e₀ = −4t²/W + 2t²/W = −2t²/W.

This agrees with the gain found by counting hops. A numerical minimisation with independent angles for a and b leads to the same overlap and energy for the parameters of part (c).

For the triplet, ab − ba = (cos²θ − sin²θ)(LR − RL). It contains no double occupation. Hopping turns both LR and RL into −t(LL + RR), and the two contributions cancel in the difference. Hence E_T = 2e₀. The projection formula, with E_T as the zero of energy, gives

E_S − E_T = (−2t²/W)/(1 − w) = −(4t²/W)/(1 + s²).

Multiplying the splitting by −w = −(1 − s²)/2 gives the shift of the level between q+1 and q,

δε(q+1/q) = −(2t²/W)(1 − s²)/(1 + s²).

The scaling estimate is the prefactor, and the overlap supplies the rest.

**How good is the projected singlet?**

The function ab + ba is a singlet, but it need not be the lowest one. The model can be solved to find out. Define the covalent and ionic singlets

C = (LR + RL)/√2, I = (LL + RR)/√2.

Hopping takes each of LR and RL to −t(LL + RR), so the matrix element between C and I is −2t. The energies of C and I without hopping, relative to E_T, are 0 and W. The eigenvalue equation is E(E − W) = 4t², and its lower root is

E_exact − E_T = [W − √(W² + 16t²)]/2.

Here "exact" means exact for this two-site model. With s = 2t/W the two energies can be expanded for small s:

projected: −Ws²/(1 + s²) = −W(s² − s⁴ + s⁶ − …)

exact: (W/2)[1 − √(1 + 4s²)] = −W(s² − s⁴ + 2s⁶ − …).

They agree through order s⁴, and the projected energy is too high by Ws⁶ = 64t⁶/W⁵ at leading order. The wave functions show why. Inserting a and b gives

ab + ba = √2(C + sI),

so the projected state has the ratio s of ionic to covalent amplitude. In the exact state the ratio follows from the first row of the eigenvalue problem, −2t × ratio = E_exact − E_T, which gives s − s³ + …. The amplitude error is s³, and the energy error is the excitation energy W times its square.

The opposite limit marks where the method stops working. When 2t ≥ W, the determinant has its lowest energy at s = 1. Then a = b, the triplet weight is zero, and projection changes nothing. This does not mean that the determinant has become accurate. At 2t = W its energy relative to E_T is −2t + W/2 = −W/2, whereas the exact value is (W/2)(1 − √5) ≈ −0.62W. The missing energy is correlation that spin projection cannot recover from a closed-shell determinant.

**Answer to (c)**

The neutral pair of dangling bonds holds two electrons, so q = 0 and the levels are (+/0) and (0/−). The overlap and the triplet weight are

s = 2 × 0.06/0.40 = 0.30

w = (1 − 0.09)/2 = 0.455.

The determinant therefore has ⟨S²⟩ = 0.91 ħ². Its energy lies 18.0 meV below the triplet, and the projected singlet lies

Δ = 18.0 meV/(1 − 0.455) = 33.0 meV

below it. The shift has the size

wΔ = 0.455 × 33.0 meV = 15.0 meV.

The levels also need the neighbouring charge states. One electron occupies the bonding combination and has the energy e₀ − t = 0.19 eV. Three electrons form one doubly and one singly occupied site, with energy 3e₀ + U. The hole moves between the sites and gains t, so the total is 0.75 + 0.70 − 0.06 = 1.39 eV. The triplet energy is 2e₀ = 0.50 eV, which gives E_mix = 0.482 eV and E_S = 0.467 eV. Hence

before projection: (+/0) = 0.482 − 0.190 = 0.292 eV, (0/−) = 1.390 − 0.482 = 0.908 eV

after projection: (+/0) = 0.277 eV, (0/−) = 0.923 eV.

The neutral window widens by 30 meV, from 0.616 to 0.646 eV.

**Comparison of estimate and solution**

The scaling estimate of 18 meV has the right sign and order, but it is 20 % above the projected shift of 15.0 meV. The ratio is (1 + s²)/(1 − s²) = 1.09/0.91 = 1.20, so the overlap accounts for the whole difference. Two errors of similar size combine in it. Taking equal weights overestimates the splitting, 36 meV instead of 33.0 meV, and it also overestimates the fraction of the splitting that enters the shift. With the correct projected splitting, the rule of one half gives 16.5 meV, which is 10 % above the projected shift.

The exact singlet of the model lies 33.2 meV below the triplet and would shift the level by 15.2 meV. The projected singlet thus misses 0.2 meV, far less than the error of ignoring the overlap. The leading term 64t⁶/W⁵ would give 0.29 meV, so higher orders are visible at s = 0.30.

**The model beside real dangling bonds**

Both levels lie inside the silicon gap of roughly 1.1 eV. The hopping energy depends strongly on the distance and arrangement of the two bonds, and the leading shift varies as t², so the 15 meV belongs to the chosen t and not to every pair.

Lattice relaxation can move the levels by much more than the spin correction does. Suppose that each site couples to its own net charge and gains E_r = 0.10 eV when it holds one electron too many or too few. Because E_r exceeds t, the positive state localises mostly on one site. Minimising over classical lattice displacements lowers its energy by 58 meV, and the same happens in the negative state. Of this, E_r/2 = 50 meV comes from an equal displacement of both sites and would be gained without localisation. Localisation adds only 8 meV, which is small beside vibrational quanta of 30 to 60 meV. The (+/0) level of the exact singlet moves up to 0.335 eV and the (0/−) level down to 0.865 eV. These movements are almost four times the spin correction. In this coupling model, however, neither the neutral singlet nor the mixed determinant relaxes. Each site carries no net charge on average, so no force acts on the undistorted lattice. Moving an electron across would cost W = 0.40 eV and gain only 2E_r = 0.20 eV by relaxation, and a numerical minimisation finds no lower distorted state. For a classical lattice the shift from the mixed determinant to the singlet is therefore unchanged. If the displacement is quantised with a quantum of 30 to 60 meV, the exact singlet gains 1 to 2 meV through its ionic part while the triplet gains nothing, and the gain of the positive state grows to 65 to 71 meV. This conclusion depends on E_r. Once 2E_r exceeds W by about 17 meV, a distorted state with both electrons mostly on one site becomes the lowest, and the open-shell singlet is no longer the ground state. The single determinant switches to this distorted state earlier, at 2E_r = W, so between the two thresholds its lowest solution is no longer the mixed one.

The list below gives the effect of other omissions on the spin correction. In each case the remaining parameters are held at their values above.

- A direct exchange K = 1 meV reduces the splitting to 31.1 meV and the shift to 14.1 meV. This value is only a unit of sensitivity. Orthogonalised hydrogen-like or Gaussian site orbitals matched to the same U and V give K of 3 to 4 meV and a shift of about 12 meV, a change as large as the overlap correction.
- A difference of 50 meV between the site levels, as a charged defect one to two nanometres away might cause, changes the shift to 15.2 meV. Such a charge also moves both site levels together, by roughly 0.1 to 0.2 eV with the same screening. This displaces the transition levels by more than the relaxation above but leaves the spin correction unchanged.
- Hopping depends on distance, so the two states prefer slightly different separations. With a decay constant of 5 nm⁻¹ and a spring constant of 500 eV/nm², using the mixed determinant's geometry for the singlet costs about 0.015 meV.

Temperature moves the Fermi level at which the one- and two-electron states are equally probable. For a rigid lattice, (+/0) rises by 4.5 meV at 77 K but by only 2.6 meV at 300 K. At 77 K the main term is kT ln 2 = 4.6 meV, from the two spin directions of the positive state. At 300 K this term is 17.9 meV, but kT = 25.9 meV is then comparable with the splitting. The three triplet states are populated and lower the free energy of the neutral state by nearly as much. Localisation of the positive state on either of two sites would add further entropy that these numbers do not contain.

**Use with density-functional energies**

The derivation assumes that E_mix and E_T are expectation values of one Hamiltonian, with the same orbitals a and b. Density-functional energies are not such expectation values, and a separate triplet calculation relaxes its own orbitals. The formula then becomes an approximation whose error the present model does not measure. As an indication of the second effect alone, for H₂ stretched to 2.0 Å in unrestricted Hartree-Fock, where s ≈ 0.31, a separately relaxed triplet makes the correction 6 % (cc-pVDZ) to 7 % (cc-pVTZ) smaller than projection with the same orbitals. The value of ⟨S²⟩ should also come mainly from the two defect electrons, because spin polarisation of the remaining electrons changes it without changing s. Under these conditions the correction needs three inputs at one geometry: E_mix, E_T and ⟨S²⟩. For the present numbers,

−(0.455/0.545) × 18.0 meV = −15.0 meV,

which is the shift of (+/0) found above. The full set of values is in the numerical output.

Calculated quantities

```
site level e0 = 0.25 eV, hopping t = 0.06 eV
U = 0.70 eV, V = 0.30 eV, W = U-V = 0.40 eV
general relation, largest error = 3.6e-15 (model energy units)
overlap s = 0.3000
triplet weight w = 0.4550, <S^2> = 0.9100
triplet energy E_T = 0.50000 eV
E_mix - E_T = -18.00 meV
projected E_S - E_T = -33.03 meV
exact singlet - E_T = -33.24 meV
splitting E_T - E_S (projected) = 33.03 meV
shift of (+/0) by projection = -15.03 meV
shift of (0/-) by projection = +15.03 meV
half the projected splitting = 16.51 meV
shift size if overlap ignored, E_T-E_mix = 18.00 meV
shift of (+/0) to exact singlet = -15.24 meV
one-electron energy = 0.1900 eV, three-electron = 1.3900 eV
mixed: (+/0) = 0.2920 eV, (0/-) = 0.9080 eV, window = 0.6160 eV
projected: (+/0) = 0.2770 eV, (0/-) = 0.9230 eV, window = 0.6461 eV
exact: (+/0) = 0.2768 eV, (0/-) = 0.9232 eV, window = 0.6465 eV
window widening by projection = 30.06 meV
error ratio to 64 t^6/W^5 at t/W = 0.05: 0.961
NEGLECTED EFFECTS
projected minus exact singlet = 0.21 meV
site relaxation energy assumed = 0.10 eV
relaxation moves (+/0) by +58.0 meV
relaxation moves (0/-) by -58.0 meV
relaxed exact levels: (+/0) = 0.3348 eV, (0/-) = 0.8652 eV
T = 77 K: kT = 6.64 meV, (+/0) moves by +4.47 meV
T = 300 K: kT = 25.85 meV, (+/0) moves by +2.55 meV
direct exchange K = 1.0 meV: splitting = 31.05 meV, shift = -14.14 meV
site difference 50 meV: splitting = 33.43 meV, shift = -15.17 meV
spring = 500 eV/nm^2, hopping decay = 5 1/nm
error from mixed-determinant geometry = 0.015 meV
```
